# Thermionic emission over an abrupt step: the mean quantum transmission factor

## What the factor corrects

A thermionic emission model that lets every electron escape if its motion towards the surface carries enough energy overestimates the current from an abrupt potential step. For a work function of 4.5 eV and a step of 14.5 eV at 2500 K it gives 0.64 A/cm², whereas quantum reflection at the step leaves 0.21 A/cm². Two attempts at a repair also go wrong. The low-temperature formula $2\sqrt{\pi k_BT/V_0}$ is 29% above the full average in this case, and the same formula with the work function in place of the step height is too large by a factor of 2.3.

The model is as follows. A free-electron metal fills $x<0$ and vacuum fills $x>0$. The bottom of the conduction band lies $V_0$ below the vacuum level, so that

$$V_0=E_F+W,$$

where $E_F$ is the Fermi energy measured from the band bottom and $W$ is the work function. The potential jumps at $x=0$, the electron mass $m$ is the same on both sides, and no field acts outside. The temperature is $T$, the elementary charge is $e>0$, and $J$ is the magnitude of the emitted current density. The result is

$$J=A_0T^2e^{-W/k_BT}D,\qquad A_0=\frac{4\pi e m k_B^2}{h^3},$$

$$D=2e^{1/2t}K_2\!\left(\frac1{2t}\right)-8t-16t^2,\qquad t=\frac{k_BT}{V_0},$$

with $K_2$ the modified Bessel function of the second kind. For $\sqrt t\ll1$ this becomes $D\simeq2\sqrt{\pi t}$. The Richardson prefactor is thus multiplied by a number below one: the factor it gains is a loss.

## Transmission at one energy

Let $\varepsilon$ be the energy of the motion along $x$ outside, measured from the vacuum level. The wavenumbers along $x$ inside and outside satisfy

$$k_1^2=\frac{2m(V_0+\varepsilon)}{\hbar^2},\qquad k_2^2=\frac{2m\varepsilon}{\hbar^2}.$$

An electron arriving from inside has $\psi=e^{ik_1x}+re^{-ik_1x}$ for $x<0$ and $\psi=\tau e^{ik_2x}$ for $x>0$. The potential is finite, so $\psi$ and $\psi'$ are continuous:

$$1+r=\tau,\qquad k_1(1-r)=k_2\tau.$$

Multiplying the first equation by $k_1$ and adding the second removes $r$ and gives $2k_1=(k_1+k_2)\tau$. Particle flux is velocity times density, so the transmitted fraction contains the velocity ratio $k_2/k_1$:

$$\mathcal T=\frac{k_2}{k_1}|\tau|^2=\frac{4k_1k_2}{(k_1+k_2)^2}.$$

Near threshold the electron is fast inside and slow outside. This mismatch causes the reflection, although the electron has enough energy to leave. The expression is symmetric in $k_1$ and $k_2$, so an electron arriving from the vacuum with the same $\varepsilon$ is reflected with the same probability.

## From transmission to current

With two spin states, the current is

$$J=2e\int\frac{d^3k}{(2\pi)^3}\,\frac{\hbar k_x}{m}\,f\,\mathcal T,$$

taken over inside states with $k_x>0$ and $\hbar^2k_x^2/2m>V_0$. The step does not depend on the coordinates parallel to the surface, so the parallel wavevector is conserved. With equal masses the parallel energy $E_\parallel$ is conserved too, and $\mathcal T$ depends on $\varepsilon$ alone.

From $\varepsilon=\hbar^2k_x^2/2m-V_0$ follows $(\hbar k_x/m)\,dk_x=d\varepsilon/\hbar$. In the parallel plane, $d^2k_\parallel=2\pi k_\parallel dk_\parallel=(2\pi m/\hbar^2)\,dE_\parallel$ after integration over angle.

The total energy above the Fermi level is $V_0+\varepsilon+E_\parallel-E_F=W+\varepsilon+E_\parallel$. Writing $y=e^{-(W+\varepsilon+E_\parallel)/k_BT}$, the Fermi function is $f=y/(1+y)$. Replacing it by $y$ makes a relative error $y\le e^{-W/k_BT}$, which is negligible for $W\gg k_BT$. Then

$$J=\frac{2e}{8\pi^3}\,\frac1\hbar\,\frac{2\pi m}{\hbar^2}\,e^{-W/k_BT}\int_0^\infty e^{-E_\parallel/k_BT}dE_\parallel\int_0^\infty\mathcal T e^{-\varepsilon/k_BT}d\varepsilon .$$

The parallel integral is $k_BT$. The remaining one is $k_BT\,D$, with

$$D=\int_0^\infty \mathcal T(\varepsilon)\,e^{-\varepsilon/k_BT}\,\frac{d\varepsilon}{k_BT}.$$

The constants combine to $em/(2\pi^2\hbar^3)=4\pi em/h^3$, because $\hbar^3=h^3/8\pi^3$. This gives the stated current. The weight in $D$ is that of the arriving flux: the velocity $\hbar k_x/m$ has been absorbed in $d\varepsilon$, and no further factor $\sqrt\varepsilon$ belongs there.

## The low-temperature limit with an error bound

Put $s=\varepsilon/V_0$. The common factor in the wavenumbers cancels:

$$\mathcal T=\frac{4\sqrt{s(1+s)}}{(\sqrt{1+s}+\sqrt s)^2}.$$

Multiply numerator and denominator by $(\sqrt{1+s}-\sqrt s)^2=1+2s-2\sqrt{s(1+s)}$. The new denominator is $[(1+s)-s]^2=1$, so

$$\mathcal T=4(1+2s)\sqrt{s(1+s)}-8s(1+s).$$

For an upper bound, use the fraction. Its denominator is at least $1+s$, hence $\mathcal T\le4\sqrt s/\sqrt{1+s}\le4\sqrt s$.

For a lower bound, subtract $4\sqrt s-8s$ from the second form:

$$\mathcal T-4\sqrt s+8s=4\left[(1+2s)\sqrt{s(1+s)}-\sqrt s-2s^2\right].$$

If $s\le1$, use $\sqrt{1+s}\ge1$; the bracket is at least $2s^{3/2}-2s^2\ge0$. If $s>1$, use $\sqrt{s(1+s)}\ge s$; the bracket is at least $s-\sqrt s>0$. Therefore, for every $s\ge0$,

$$4\sqrt s-8s\le\mathcal T\le4\sqrt s.$$

Now average with $u=\varepsilon/k_BT$ and $s=tu$. The two integrals needed are $\int_0^\infty\sqrt u\,e^{-u}du=\Gamma(3/2)=\sqrt\pi/2$ and $\int_0^\infty ue^{-u}du=1$:

$$2\sqrt{\pi t}-8t\le D\le2\sqrt{\pi t}.$$

Dividing by $2\sqrt{\pi t}$ shows that the relative deficit of $D$ is at most $4\sqrt{t/\pi}$. It vanishes as $t\to0$, which proves the limiting law.

## Closed form and series

Since $d\varepsilon/k_BT=ds/t$, the average is $D=t^{-1}\int_0^\infty e^{-s/t}\mathcal T\,ds$. The second part of $\mathcal T$ contributes

$$-\frac8t\int_0^\infty(s+s^2)e^{-s/t}ds=-8t-16t^2.$$

For the first part, set $1+2s=\cosh y$ and $z=1/2t$. Then $\sqrt{s(1+s)}=\tfrac12\sinh y$, $ds=\tfrac12\sinh y\,dy$ and $e^{-s/t}=e^{z}e^{-z\cosh y}$. With $1/t=2z$, this part is

$$2ze^z\int_0^\infty\cosh y\,\sinh^2y\;e^{-z\cosh y}dy.$$

Because $\sinh y\,e^{-z\cosh y}=-z^{-1}\,d(e^{-z\cosh y})/dy$, integration by parts moves the derivative onto $\cosh y\sinh y=\tfrac12\sinh2y$. The boundary terms vanish, and the integral becomes

$$\frac1z\int_0^\infty\cosh2y\;e^{-z\cosh y}dy=\frac{K_2(z)}z,$$

by the integral representation of $K_2$. The first part is therefore $2e^zK_2(z)$, which completes the closed form.

The small-$t$ series follows from expanding $\mathcal T$ near threshold. With $\sqrt{1+s}=1+s/2+\dots$,

$$\mathcal T=4\sqrt s-8s+10s^{3/2}-8s^2+\dots$$

The exponential weight makes the contribution from $s$ of order one exponentially small, so the terms may be averaged singly to obtain an asymptotic series. Using $\Gamma(5/2)=3\sqrt\pi/4$ and $\Gamma(3)=2$,

$$D=2\sqrt{\pi t}-8t+\frac{15}2\sqrt\pi\,t^{3/2}-16t^2+\dots$$

The relative correction begins with $-4\sqrt{t/\pi}$. The condition for the leading form is that $\sqrt t$ be small, which is much harder to meet than small $t$.

The opposite limit checks the closed form. For small $z$, $K_2(z)=2/z^2-\tfrac12+\dots$, so $2e^zK_2(z)=4/z^2+4/z+1+\dots=16t^2+8t+1+\dots$, and $D\to1$. Reflection disappears when typical energies far exceed the step. This is a property of the function $D$; the Boltzmann form of the current does not extend to that regime.

In double precision, $e^z$ overflows for $z$ above about 709, that is for $t$ below about $7\times10^{-4}$. Slightly before that, $K_2(z)$ can underflow to zero, and the unscaled product then returns a wrong finite value without warning. An implementation should call the scaled function $e^zK_2(z)$ directly. At large $t$ the terms of order $t^2$ cancel and digits are lost; quadrature of the definition is then preferable. The substitution $\varepsilon=k_BT\,q^2$ removes the square root at threshold.

## Effect on a Richardson plot

Let $p=d\ln D/d\ln T$ at fixed $V_0$. Differentiating the definition of $D$, the prefactor $1/k_BT$ contributes $-1$ and the exponential contributes $\varepsilon/k_BT$ under the integral:

$$p=\frac{\int\varepsilon\,\mathcal T e^{-\varepsilon/k_BT}d\varepsilon}{k_BT\int\mathcal Te^{-\varepsilon/k_BT}d\varepsilon}-1.$$

The fraction is the mean outside normal energy of the emitted electrons in units of $k_BT$, so that mean is $(1+p)k_BT$. In the leading regime $D\propto T^{1/2}$, hence $p\to1/2$ and the mean tends to $\tfrac32k_BT$. With $\mathcal T=1$ it would be $k_BT$. The step passes faster electrons preferentially.

A Richardson plot shows $\ln(J/T^2)=\ln A_0-W/k_BT+\ln D$ against $1/k_BT$. Since $d(1/k_BT)=-dT/(k_BT^2)$, the negative slope is

$$W_{\rm app}=W+p\,k_BT$$

for fixed $W$ and $V_0$. Extending the tangent to $1/k_BT=0$ gives the apparent prefactor $A_{\rm app}=A_0De^{p}$. It differs from the local prefactor $A_0D$ because the slope has absorbed part of the temperature dependence.

## Worked example

Take $W=4.5$ eV, $E_F=10$ eV and $T=2500$ K. Then $V_0=14.5$ eV, $k_BT=0.2154$ eV, $t=0.01486$ and $\sqrt t=0.122$. The series builds up as

$$0.4321-0.1189+0.0241-0.0035=0.3338,$$

while the closed form and direct quadrature both give $D=0.3341$. The leading term alone is 29% above this value. Putting $W$ in place of $V_0$ gives 0.776.

With $A_0=120.17$ A/(cm² K²) and $e^{-W/k_BT}=8.48\times10^{-10}$, unit transmission gives

$$J=120.17\times2500^2\times8.48\times10^{-10}=0.637\ \text{A/cm}^2.$$

Multiplication by $D$ gives 0.213 A/cm². Integrating over momentum with the full Fermi function gives the same current to the four digits printed in the numerical output.

The logarithmic slope is $p=0.380$, still well below its limit of one half. The apparent work function is $4.5+0.380\times0.2154=4.58$ eV. The local prefactor is $A_0D=40$ A/(cm² K²), and the tangent intercept is $40.15\,e^{0.380}\approx59$ A/(cm² K²).

At fixed $V_0$, the leading form comes within 5% of the closed form at $t=4.8\times10^{-4}$, or about 80 K. There $k_BT=0.0069$ eV and $W/k_BT\approx650$, so the emission vanishes for any practical purpose. The obstacle is general in this model: $W/V_0=t\,(W/k_BT)$. Requiring $t\le4.8\times10^{-4}$ together with $W/k_BT=20$ forces $W$ below 1% of $V_0$. A cathode with a work function of several eV should use the closed form if the abrupt model is used at all.

## When the step is not abrupt

Suppose first that the potential rises smoothly but reaches its outside value rapidly. As $\varepsilon\to0$, the outgoing wave, normalized to unit amplitude outside, tends to a real solution with zero slope at large $x$. Deep inside, that solution is $Ae^{ik_1x}+A^*e^{-ik_1x}$. Here $A\ne0$, since otherwise the solution would vanish everywhere. The flux ratio is therefore

$$\mathcal T\simeq\frac{k_2}{k_1|A|^2}\propto\sqrt\varepsilon .$$

The square-root law survives and its coefficient depends on the shape. For the abrupt step $A=1/2$, which recovers $4k_2/k_1$.

For $V(x)=-V_0/(1+e^{x/a})$, measured from the vacuum level, with $a=0.05$ nm, the threshold coefficient is about 3.1 times the abrupt one. The mean transmission rises to 0.67, twice the abrupt value. Here $k_1a\approx0.98$ at threshold: the step is not short compared with the inside wavelength divided by $2\pi$. For this profile the threshold coefficient is $\pi k_1a\coth(\pi k_1a)$ times the abrupt one, so an abrupt step requires $\pi k_1a\ll1$; at $k_1a=0.2$ the mean transmission is already 10% above the abrupt value.

The image potential changes the law itself. Outside a metal it is $-b/x$, with $b=e^2/16\pi\epsilon_0=0.360$ eV nm. At $\varepsilon=0$ the local wavenumber is $q=\sqrt{2mb/\hbar^2x}$, and its fractional change per inverse wavenumber is

$$\frac{|q'|}{q^2}=\frac1{2xq}=\frac12\sqrt{\frac{\hbar^2}{2mbx}}\to0\quad(x\to\infty).$$

The distant tail therefore carries the wave away without appreciable reflection, even at threshold. The outgoing wave $q^{-1/2}e^{i\int q\,dx}$ retains a nonzero flux as $\varepsilon\to0$, so $\mathcal T$ has a nonzero threshold limit.

Joining this potential to the band bottom at $x=b/V_0=0.025$ nm and solving the wave equation gives $\mathcal T=0.951$ at $\varepsilon=10^{-3}k_BT$, against 0.015 for the abrupt step. The thermal mean is 0.953, and the zero-field current is 0.607 A/cm².

## Use for real cathodes

The example lies in the regime of a hot tungsten filament. Its temperature and work function are rough typical values; the 10 eV band depth is a rough free-electron parameter for a metal whose real bands are more complicated. The abrupt step is an assumption that clearly fails. A metal has an image potential, and including it raises the calculated current by a factor of 2.9 at the same $W$, $E_F$ and $T$. The classical image form cannot be trusted at the joining distance of 0.025 nm, so 0.953 is a model value too. Cutting the image potential at 0.05 to 0.2 nm and leaving a residual step gives a mean transmission from 0.93 down to 0.77, and a smoothly saturated image profile gives more than 0.99, so over these profiles the factor lies between about 2.3 and 3.0. At $x=b/k_BT\approx1.7$ nm, however, the image energy still equals $k_BT$, and a bare step omits it. The factor $2\sqrt{\pi k_BT/V_0}$ should not be applied as a routine correction to metal cathodes.

A collecting field of 0.01 MV/cm, which exerts a force $F=10^{-3}$ eV/nm, acts differently in the two models. With the image potential, the barrier energy is $-b/x-Fx$. Its maximum is at $x=\sqrt{b/F}$, where it lies $2\sqrt{bF}=0.038$ eV below the zero-field vacuum level. This Schottky lowering multiplies $J$ by 1.19. At a bare step there is no such lowering; tunnelling and the altered transmission above the step together raise $D$ by 0.2%.

Space charge can be estimated from the transit time $\sqrt{2dm/eF_0}$ of an electron starting from rest across a gap $d$ in the field $F_0$. For $d=1$ mm and the unit-transmission current, the charge in transit per area, divided by $\epsilon_0$, is 8% of the applied field. Because the lowering varies as $\sqrt F$, a reduction of that size would change $J$ by less than 1%.

If the work function drifts as $W=W_0+\alpha T$, then $e^{-W/k_BT}=e^{-\alpha/k_B}e^{-W_0/k_BT}$. A rough size $\alpha=10^{-4}$ eV/K multiplies the extracted prefactor by 0.31, while the abrupt step in the example multiplies it by $De^p\approx0.49$; the opposite sign of $\alpha$ multiplies it by about 3.2. A measured prefactor below $A_0$ is therefore no evidence by itself for reflection at an abrupt step. Band structure, the crystal face and patches of different work function are also left out, and their effects are not estimated here.

## Values computed for the example and the checks

```
work function W (rough)             4.50 eV
Fermi energy EF (rough)             10.00 eV
step height V0                      14.50 eV
temperature                         2500 K
kT                                  0.21543 eV
t = kT/V0                           0.014857
sqrt(t)                             0.12189
step transmission at eps = kT       0.38514
D, closed form                      0.33409
D, quadrature                       0.33409
D, leading form                     0.43209
second term -8t                     -0.11886
third term 7.5 sqrt(pi) t^1.5       0.02407
lower bound on D                    0.31323
leading form / closed form          1.2934
leading form with W in place of V0  0.77563
t = 1e-04: D, leading, ratio       0.034662 0.035449 1.0227
t = 1e-03: D, leading, ratio       0.104505 0.112100 1.0727
t = 1e-02: D, leading, ratio       0.286300 0.354491 1.2382
t for 5 percent error               4.785e-04
temperature for 5 percent error     80.5 K
Richardson constant A0              120.173 A/(cm^2 K^2)
A0 times D                          40.15 A/(cm^2 K^2)
J with unit transmission            0.6369 A/cm^2
J, abrupt step                      0.2128 A/cm^2
J, momentum-space integral          0.2128 A/cm^2
J, leading form                     0.2752 A/cm^2
d ln D / d ln T                     0.3802
mean outside normal energy / kT     1.3802
apparent work function              4.5819 eV
smoothing width                     0.050 nm
inside wavenumber at threshold      19.508 1/nm
D, smooth step                      0.6741
smooth/abrupt at eps = 1e-4 kT      3.062
smooth: T(eps)/T(eps/4), same eps   1.9925
image coefficient                   0.35999 eV nm
image joining distance              0.02483 nm
D, image potential                  0.9533
image transmission, eps = 1e-3 kT   0.9512
step transmission, eps = 1e-3 kT    0.0153
J, image potential, no field        0.6072 A/cm^2
collecting field                    0.010 MV/cm
Schottky lowering                   0.03795 eV
Schottky factor on J                1.1926
field energy scale at bare step     0.00336 eV
bare-step change of D by field      0.2183 percent
Boltzmann factor exp(-W/kT)         8.480e-10
dW/dT (rough size)                  1.0e-04 eV/K
factor on A0 from dW/dT             0.3133
gap                                 1.00 mm
space-charge field / applied field  0.0767
```
